# Comment on a note that reads Varshni's formula as a theory of the gap

## The argument under review

The note fits a semiconductor gap from 10 K to 600 K with
\[
E_V(T)=E_0-\frac{\alpha T^2}{T+\beta},
\]
obtains residuals of about half a meV, and draws three conclusions: the formula expresses electron-phonon theory; the gap falls as \((\alpha/\beta)T^2\) at low temperature; and \(E_0+\alpha\beta\), where the high-temperature asymptote meets \(T=0\), is the gap of the crystal with nuclei at rest. The first two conclusions fail. The third applies a correct theorem to a function that does not satisfy its premise.

Units are Gaussian with \(\hbar\) and \(m\) kept (no charge enters); \(k\) is Boltzmann's constant; \(\theta=\hbar\omega/k\) and \(x=\theta/T\). Checks refer to the numerical check.

## 1. The form that theory gives

Assume harmonic phonons, adiabatic electrons (the gap is a function of the nuclear positions) and second order in the displacements; this is Allen-Heine-Cardona theory. With normal coordinates \(U_j\), mass \(M\) and frequencies \(\omega_j\),
\[
E(U)=E_b+\sum_j a_jU_j+\sum_{ij}K_{ij}U_iU_j ,
\]
where \(E_b\) is the gap with clamped nuclei. Exciting one electron adds \(E(U)\) to the nuclear potential, and to first order the free energy changes by the thermal average \(\langle E(U)\rangle\). At second order the linear term adds the relaxation constant \(-\sum_ja_j^2/2M\omega_j^2\). It is dropped here because for a nondegenerate extended band-edge state only zone-centre modes have \(a_j\ne0\) and the sum scales as the inverse number of cells; for a localised state it stays and shifts the intercept. The harmonic Hamiltonian is even in each \(U_j\) separately, so \(\langle U_j\rangle=0\) and \(\langle U_iU_j\rangle=0\) for \(i\ne j\). In level \(l\) half of the energy \(\hbar\omega(l+\tfrac12)\) is potential, so \(\langle l|U^2|l\rangle=(\hbar/M\omega)(l+\tfrac12)\). The Boltzmann average of \(l\) is \(\sum_l le^{-lx}/\sum_l e^{-lx}=1/(e^x-1)\equiv n\). Define \(A(\omega)=-\sum_jK_{jj}(\hbar/M\omega_j)\,\delta(\omega-\omega_j)\), positive where modes close the gap. Then
\[
E(T)=E_b-\int A(\omega)\,\big[n(\omega,T)+\tfrac12\big]\,d\omega,\qquad Z\equiv E_b-E(0)=\tfrac12\int A\,d\omega .
\]
Temperature enters only through \(n\). A sum of Bose-Einstein oscillators is this formula with \(A\) replaced by delta functions.

At high temperature, put \(n+\tfrac12\) over a common denominator: \((e^x+1)/[2(e^x-1)]=\tfrac12\coth(x/2)\), an odd function of \(x\). Dividing the series of \(\cosh y\) by that of \(\sinh y\),
\[
\coth y=\frac{1+y^2/2+y^4/24}{y\,(1+y^2/6+y^4/120)}+\dots=\frac1y\Big(1+\frac{y^2}{3}-\frac{y^4}{45}+\dots\Big),
\]
because \(\tfrac12-\tfrac16=\tfrac13\) and \(\tfrac1{24}-\tfrac1{120}-\tfrac13\cdot\tfrac16=-\tfrac1{45}\). With \(y=x/2\),
\[
n+\tfrac12=\frac1x+\frac{x}{12}-\frac{x^3}{720}+\frac{x^5}{30240}-\dots,
\]
the last coefficient coming from the symbolic expansion in the check. The nearest poles lie at \(x=\pm2\pi i\), so for a spectrum bounded by \(\theta_{\max}\) the series can be integrated term by term when \(T>\theta_{\max}/2\pi\). With moments \(\mu_j=\int A\,\theta^j\,d\omega\),
\[
E(T)=E_b-ST-\frac{c_1}{T}+\frac{c_3}{T^3}-\frac{c_5}{T^5}+\dots,\quad S=\mu_{-1},\; c_1=\frac{\mu_1}{12},\; c_3=\frac{\mu_3}{720},\; c_5=\frac{\mu_5}{30240}.
\]
No constant appears besides \(E_b\), so the asymptote \(E_b-ST\) meets \(T=0\) at the clamped-nuclei gap, a distance \(Z\) above \(E(0)\). The asymptote is the classical result \(\langle U^2\rangle=kT/M\omega^2\), and classical nuclei rest at \(T=0\). If all masses are scaled together, \(\omega\propto M^{-1/2}\) at fixed \(K_{jj}\), so \(Z\propto1/M\omega\propto M^{-1/2}\), while \(S\propto1/M\omega^2\) and \(E_b\) do not change. For an oscillator diagonalised on a grid, multiplying the mass by 1.21 multiplies \(\langle U^2\rangle\) by 0.909 at \(kT=0.02\,\hbar\omega\) and by 0.998 at \(kT=3\,\hbar\omega\) (\(\omega\) of the lighter mass).

A tangent at finite \(T\) is not the asymptote. A term \(cT^{-j}\) contributes \((1+j)cT^{-j}\) to \(E-T\,dE/dT\), and the linear term drops out, so the tangent meets the axis at
\[
E_b-\frac{2c_1}{T}+\frac{4c_3}{T^3}-\frac{6c_5}{T^5}+\dots
\]

## 2. Varshni's function is not of this form

For \(T>\beta\) write \(T^2/(T+\beta)=T/(1+\beta/T)\) and expand the geometric series:
\[
E_V=E_0+\alpha\beta-\alpha T-\frac{\alpha\beta^2}{T}+\frac{\alpha\beta^3}{T^2}-\dots
\]
A convergent expansion in \(1/T\) is unique, and that of section 1 has no \(T^{-2}\) term for any \(A\), of either sign, that vanishes above some finite frequency. Equality requires \(\alpha\beta^3=0\), which leaves a constant or a straight line. The first conclusion is therefore false within this theory.

The mismatch shows already for one oscillator, \(E=E_b-2Z(T/\theta+\theta/12T-\dots)\). Equal slopes require \(\alpha=2Z/\theta\). Equal values at \(T=0\) and equal intercepts require \(\alpha\beta=Z\), hence \(\beta=\theta/2\). Then \(\alpha\beta^2=Z\theta/2\), three times the true \(c_1=Z\theta/6\).

## 3. The low-temperature law

The drop below \(E(0)\) is \(\int A\,n\,d\omega\). If \(A=C\omega^p\) at small \(\omega\), the substitution \(\omega=xkT/\hbar\) and the expansion \(n=\sum_{l\ge1}e^{-lx}\) give
\[
E(0)-E(T)=C\Big(\frac{kT}{\hbar}\Big)^{p+1}\sum_{l\ge1}\int_0^\infty x^pe^{-lx}dx=C\Big(\frac{kT}{\hbar}\Big)^{p+1}\Gamma(p+1)\,\zeta(p+1).
\]
The integral is \(\pi^2/6=1.64493\) for \(p=1\) and \(\pi^4/15=6.49394\) for \(p=3\). A single oscillator gives \(2Ze^{-\theta/T}\), which is no power at all; it has the correct factor per mode but the wrong spectrum at low frequency. The exponent is set by the acoustic modes.

Take a chain with rigid ions, \(V(x)=\sum_Rv(x-R-u_R)\), spacing \(a\), short-ranged \(v\) with Fourier transform \(v(Q)\), and a frozen mode \(u_R=u\cos qR\) with \(2q\) not a reciprocal lattice vector \(G\). Between plane waves differing by \(Q\), in a crystal of \(N\) cells, the matrix element is \((v(Q)/Na)\sum_Re^{-iQR}e^{-iQu_R}\). Expand \(e^{-iQu_R}=1-iQu_R-\tfrac12Q^2u_R^2\). With \(\cos qR=\tfrac12(e^{iqR}+e^{-iqR})\) the linear term is \(-iQv(Q)u/2a\) at \(Q=G\pm q\). With \(\cos^2qR=\tfrac12+\tfrac12\cos2qR\) the quadratic term at \(Q=G\) is \(-G^2v(G)u^2/4a\). Let \(|b\rangle\) be a nondegenerate band-edge state of band \(b\) at wavevector \(\kappa\). The linear term, written \(u\,h_\pm\), acts in second order (Fan term) and the quadratic term in first order (Debye-Waller term, DW):
\[
\frac{\delta\varepsilon_b}{u^2}=\sum_\pm\sum_{b'}\frac{|\langle b',\kappa\pm q|h_\pm|b,\kappa\rangle|^2}{\varepsilon_{b\kappa}-\varepsilon_{b',\kappa\pm q}}+\mathrm{DW}.
\]
As \(q\to0\), \(h_\pm\to-V'/2\) and \(\mathrm{DW}=\tfrac14\langle V''\rangle\), since \(-iQ\) and \(-G^2\) are, up to sign conventions of the transform, first and second derivatives. The interband part \(b'\ne b\) plus DW tends to
\[
\tfrac12\Big[\sum_{b'\ne b}\frac{|\langle b'|V'|b\rangle|^2}{\varepsilon_b-\varepsilon_{b'}}+\tfrac12\langle V''\rangle\Big].
\]
The bracket is the second-order energy change under the rigid translation \(V(x-u)=V-uV'+\tfrac12u^2V''\), which moves no level, so it vanishes. The sum over \(\pm q\) is even in \(q\), and the denominators stay finite, so the remainder starts at \(q^2\). In a plane-wave chain (Gaussian wells, gap 2.48 eV) at \(q=0.01\pi/a\), the top of band 1 has interband Fan \(-0.98829\) and DW \(+0.98874\) eV/Å\(^2\), with sum \(4.5\times10^{-4}\) eV/Å\(^2\); halving \(q\) divides the sum by 3.997. The program also tests the complete formula against displaced supercells.

The weight per acoustic mode is then \(q^2\hbar/M\omega\propto\omega\), with \(\omega=vq\). In three dimensions, where the translation argument is unchanged, the modes in a shell number \(Vq^2dq/2\pi^2\propto\omega^2d\omega\) per branch. Hence \(A\propto\omega^3\) and the drop is \(\propto T^4\), of either sign. An explicit sum over a cubic lattice with weight \(\propto\omega\) gives exponent 4.01.

The intraband term \(b'=b\) escapes this cancellation. The wave carries strain \(du/dx=-qu\sin qx\), of amplitude \(qu/2\) in each exponential, and the edge follows local strain with deformation potential \(D\). The denominator is \(-\hbar^2q^2/2m^*\), with \(m^*<0\) at a maximum, so
\[
\frac{\delta\varepsilon^{\rm intra}}{u^2}\to2\,\frac{(qD/2)^2}{-\hbar^2q^2/2m^*}=-\frac{D^2m^*}{\hbar^2}.
\]
The chain gives \(+0.4221\) and \(-0.2386\) eV/Å\(^2\) for bands 1 and 2, matching the values built from independently computed \(D\) and \(m^*\). Both signs close the gap. The totals at \(q=2\pi/Na\) with \(N=4\) and 8 are 0.4221 and \(-0.2386\) eV/Å\(^2\) as well, so at these two wavevectors the \(q\)-dependent part of the adiabatic intraband term cancels the interband remainder to the digits shown. The chain therefore confirms the \(q^2\) scaling of the interband part but says nothing about the size of a \(T^4\) coefficient in three dimensions; the cancellation is not explained here. It is not general: for these narrow wells (Gaussian width 0.6 Å, \(a=4\) Å) it persists at \(q=2\pi l/12a\), \(l=1,\dots,5\), but with width 1.2 Å the total for band 2 runs from 0.02 to 0.36 eV/Å\(^2\) over the same wavevectors.

A constant coefficient gives weight \(1/\omega\) per mode and \(A\propto\omega\), that is \(T^2\). The adiabatic denominator fails, however, once \(\hbar^2q^2/2m^*<\hbar vq\). Consider an isotropic minimum in a non-piezoelectric crystal of density \(\rho\) and volume \(V\). The longitudinal displacement has amplitude \((\hbar/2\rho V\omega)^{1/2}\) per mode and the coupling is \(D\,\nabla\!\cdot\!\mathbf u\), so \(|g|^2=D^2q^2\hbar/2\rho Vvq=D^2\hbar q/2\rho vV\). Emission carries \(n+1\) and denominator \(-\eta q^2-\hbar vq\), absorption carries \(n\) and \(-\eta q^2+\hbar vq\), with \(\eta=\hbar^2/2m^*\). With \(q_c=\hbar v/\eta=2m^*v/\hbar\), the terms proportional to \(n\) combine as
\[
-\frac1{\eta q}\Big[\frac1{q+q_c}+\frac1{q-q_c}\Big]=-\frac{4m^*}{\hbar^2}\,\frac1{q^2-q_c^2}.
\]
Multiply by \(|g|^2n\,Vq^2dq/2\pi^2\) and integrate; the pole is real absorption, and the level shift is the principal value:
\[
\Delta\varepsilon(T)=-\frac{D^2m^*}{\pi^2\rho v\hbar}\;\mathrm P\!\!\int_0^\infty\frac{q^3n}{q^2-q_c^2}\,dq .
\]
The upper limit is infinite for \(T\) far below the Debye temperature \(\theta_D\). For \(kT\ll\hbar vq_c=2m^*v^2\) the denominator is \(-q_c^2\) and \(\int q^3n\,dq=(kT/\hbar v)^4\pi^4/15\). For \(kT\gg2m^*v^2\) write \(q^3/(q^2-q_c^2)=q+q_c^2q/(q^2-q_c^2)\). The first piece gives \((kT/\hbar v)^2\pi^2/6\). In the second, \(qn\approx kT/\hbar v\) near \(q_c\), and \(\mathrm P\!\int_0^\infty dq/(q^2-q_c^2)=0\) because the antiderivative \((1/2q_c)\ln|(q-q_c)/(q+q_c)|\) vanishes at both ends and takes equal values in the symmetric limit on the two sides of the pole. Thus
\[
\Delta\varepsilon=+\frac{\pi^2D^2(kT)^4}{60\,\rho m^*\hbar^3v^7}\;\;(kT\ll2m^*v^2),\qquad
\Delta\varepsilon=-\frac{D^2m^*(kT)^2}{6\rho\hbar^3v^3}\;\;(2m^*v^2\ll kT\ll k\theta_D).
\]
Both limits are tested against quadrature to 1%. For \(D=5\) eV, \(m^*=0.3m\), \(\rho=2.5\) g/cm\(^3\), \(v=8\times10^5\) cm/s the crossover is 2.5 K, and at 20 K the shift is \(-0.0091\) meV, against \(-0.0093\) meV from the \(T^2\) limit.

So the limiting law at \(T\to0\) is \(T^4\) in this class of crystal, and a \(T^2\) term exists in a window above the crossover. Its coefficient is fixed by \(D,m^*,\rho,v\). The ratio \(\alpha/\beta\) is fixed by a fit to the whole curve, and nothing in the theory equates the two.

## 4. Conditions on the intercept

Non-adiabatic terms can shift it. For a level coupled with strength \(g\) to a level \(\Delta>\hbar\omega\) above it, write \(n+1=(n+\tfrac12)+\tfrac12\) and \(n=(n+\tfrac12)-\tfrac12\):
\[
-g^2\Big[\frac{n+1}{\Delta+\hbar\omega}+\frac{n}{\Delta-\hbar\omega}\Big]=-\frac{2g^2\Delta}{\Delta^2-\hbar^2\omega^2}\big(n+\tfrac12\big)+\frac{g^2\hbar\omega}{\Delta^2-\hbar^2\omega^2}.
\]
The last term is a constant that survives extrapolation. Relative to the distance \(g^2\Delta/(\Delta^2-\hbar^2\omega^2)\) from the \(T=0\) level to the intercept it is \(\hbar\omega/\Delta\); diagonalisation with \(\hbar\omega=50\) meV and \(\Delta=230\) meV gives \(0.2174=50/230\). Whether the constant reaches the gap depends on the filling. The upper level has \(\Delta-\hbar\omega\) for emission and \(\Delta+\hbar\omega\) for absorption, which gives the same constant with the same sign, so for one electron shared by the two levels it cancels from their distance. If the lower level is filled, a second electron blocks the coupling and removal of the first ends it; the difference of addition and removal energies is then \(\Delta\) minus twice the shift above, and the constant stays, with the same relative size \(\hbar\omega/\Delta\). This ratio is small for transitions across a wide gap. Intraband coupling to optical modes includes \(\Delta<\hbar\omega\), outside the condition assumed here, and needs its own estimate.

Quartic terms bend the asymptote. From ladder operators \(\langle l|U^4|l\rangle=3(\hbar/2M\omega)^2(2l^2+2l+1)\), and the thermal \(\langle l^2\rangle=2n^2+n\) turns the bracket into \((2n+1)^2\), so \(\langle U^4\rangle=3\langle U^2\rangle^2\propto(n+\tfrac12)^2=x^{-2}+\tfrac16+\dots\) This adds a \(T^2\) term and a constant.

Thermal expansion keeps the form at first order. With volume strain \(z\), bulk modulus \(B\) and \(d\omega/dz=-\gamma\omega\), the quasi-harmonic free energy is \(F=\tfrac12BVz^2+\sum kT\ln[2\sinh(x/2)]\). Since \(d\ln\sinh(x/2)/dx=n+\tfrac12\), the condition \(dF/dz=0\) gives \(z=\sum\gamma\hbar\omega(n+\tfrac12)/BV\). Direct minimisation for three 500 K modes with \(\omega\propto1/(1+z)\), so that \(\gamma=1\) at \(z=0\), and \(BV=20\) eV gives 0.00813 at 600 K, against 0.00820 from the first-order formula. A gap linear in \(z\) joins \(A\), and \(E_b\) then refers to the static-lattice volume.

## 5. A case where the answer is known

Take round parameters: \(E_b=1200\) meV; an acoustic part \(A\,d\omega=8Z_ay^3dy\) with \(y=\theta/\theta_D\le1\), \(Z_a=20\) meV, \(\theta_D=300\) K; and one optical mode, \(Z_o=40\) meV, \(\theta_E=700\) K. The intraband term is left out. Then \(E(0)=1140\) meV \(=1.140\) eV and, from \(\int_0^1y^{3+j}dy=1/(4+j)\), \(\mu_j=8Z_a\theta_D^j/(4+j)+2Z_o\theta_E^j\):
\[
S=\frac{8\cdot20}{3\cdot300}+\frac{2\cdot40}{700}=0.2921\ \text{meV/K},\qquad
c_1=\frac1{12}\Big(\frac{8\cdot20\cdot300}{5}+2\cdot40\cdot700\Big)=5467\ \text{meV K},
\]
with \(c_3=3.897\times10^7\) meV K\(^3\) and \(c_5=4.46\times10^{11}\) meV K\(^5\). After \(E_b-ST-c_1/T\) is subtracted from the quadrature, the residual falls by 7.98 from 2000 K to 4000 K, close to the 8 of \(T^{-3}\) and far from the 4 of \(T^{-2}\). The tangent at 400 K should meet the axis at \(1200-27.33+2.44-0.26=1174.8\) meV, and numerical differentiation gives 1174.87 meV. This lies 25 meV below \(E_b\), out of \(Z=60\) meV, so a ruler laid on data near 400 K does not find \(E_b\) in this model. At low temperature the coefficient is \(8\cdot20\cdot6.49394/300^4=1.283\times10^{-7}\) meV/K\(^4\), and multiplying by \(20^4\) gives a drop of 0.0205 meV at 20 K.

The exact curve, sampled every 10 K, is fitted by least squares (energies in meV; oscillator fits use \(E_B-\sum_ia_i\coth(\theta_i/2T)\), whose intercept is \(E_B\)):

| fit | rms | intercept | drop at 20 K |
|---|---|---|---|
| exact | | 1200 | 0.0205 |
| Varshni, 10–600 K | 0.52 | 1261.3 | 0.358 |
| Varshni, 10–300 K | 0.29 | 1510.4 | 0.281 |
| one oscillator, 10–600 K | 0.58 | 1187.2 | \(2.4\times10^{-6}\) |
| two oscillators, 10–600 K | 0.016 | 1199.5 | |

On 10–600 K Varshni's parameters are \(E_0=1141.74\) meV, \(\alpha=0.3362\) meV/K, \(\beta=355.5\) K. Then \(\alpha\beta=0.3362\times355.5=119.5\) meV, twice the true \(Z\), and the intercept is 61.3 meV above \(E_b\). The drop at 20 K is \(0.3362\times400/375.5=0.358\) meV, 17.5 times the exact drop. This factor belongs to the model without the intraband term of section 3, which varies as \(v^{-3}\) and can be larger than the acoustic drop. At the density used there, \(\theta_D=300\) K and a primitive cell of 56 atomic mass units imply a Debye-averaged sound speed of \(3.4\times10^5\) cm/s. The intraband formula needs the longitudinal speed, which is larger: \(5.25\times10^5\) cm/s if the ratio of longitudinal to transverse speed is \(\sqrt3\). With the same \(D\) and \(m^*\) the \(T^2\) limit then gives \(0.0093\times(8/5.25)^3=0.033\) meV at 20 K for one band edge, and the sum with the acoustic drop is 0.053 meV. Adding this term to the model (cut off at the Debye wavevector) and refitting on 10–600 K raises Varshni's drop at 20 K to 0.41 meV, a factor of about 7.6. Using the Debye-averaged speed instead, which overstates the term, gives a sum of 0.145 meV, a refitted drop of 0.51 meV and a factor of 3.5. Halving the window moves \(\beta\) to 715.2 K and \(\alpha\beta\) to 369.6 meV, although the crystal is the same.

Varshni's residual is slightly smaller than that of the single oscillator, so the quality of fit on which the note relies does not select the function with the better intercept. The local exponent \(d\ln(\text{drop})/d\ln T\) of Varshni's function is \(2-T/(T+\beta)\), confined between 2 and 1 when \(\beta>0\), as in both fits here. In the model, without the intraband term, the exact exponent is 4.00 at 10 K, 2.40 at 100 K, 1.64 at 300 K and 1.34 at 600 K. The two ranges overlap at 300 K and 600 K, where the drop is 45 and 124 meV, and not at 100 K or below. At the low end the 10–600 K fit is visibly off: \(E_0=1141.74\) meV lies 1.74 meV above the true \(E(0)\), and at 20 K the fitted curve is \(1141.74-0.36-1139.98=1.40\) meV too high, against an rms residual of 0.52 meV.

The single oscillator (\(\theta=350.4\) K, \(a=48.45\) meV) places the intercept 12.8 meV below \(E_b\) and misses the low-temperature drop by four orders of magnitude. Two oscillators (201.8 K and 661.0 K) give \(16.18+43.34=59.5\) meV against \(Z=60\) meV and an intercept 0.54 meV low. On 10–300 K the intercepts are 25.4 meV low (one oscillator) and 3.6 meV low (two), so these fits also depend on the window, though far less than Varshni's. These fits use noise-free data from a spectrum built of exactly two parts, an acoustic band and one optical line, which favours a two-term fit; noise or a broader spectrum requires its own error estimate.

## Recommendation

Varshni's formula may stay as an interpolation inside the fitted window, with no physical meaning assigned to \(\alpha\), \(\beta\), \(\alpha/\beta\) or \(\alpha\beta\). Even \(\alpha\) is not the high-temperature slope: in the example of section 5 it exceeds \(S\) by 15% for the 10–600 K fit and by 77% for the 10–300 K fit. The claim about the unrenormalised gap should be resubmitted with an oscillator fit of at least two terms, a demonstration that \(E_B\) is stable against the window and the number of terms, and estimates of the non-adiabatic and quartic corrections for the material studied.

## Numbers as computed

```
chain: a=4.0 A, V0=5.0 eV, s=0.6 A, gap=2.4839 eV
N=4: frozen phonon 0.42215 -0.23860, Fan+DW 0.42214 -0.23860 eV/A^2
N=8: frozen phonon 0.42214 -0.23863, Fan+DW 0.42214 -0.23863 eV/A^2
band 1, q=0.01pi/a: interFan -0.98829, DW 0.98874, sum 4.523e-04 eV/A^2
  sum(q)/sum(q/2)=3.9967; D=-3.0316 eV, ms/m=-0.3500
  intraband small q 0.4221, from D and ms 0.4221 eV/A^2
band 2, q=0.01pi/a: interFan 0.73811, DW -0.73842, sum -3.095e-04 eV/A^2
  sum(q)/sum(q/2)=3.9965; D=-2.9664 eV, ms/m=0.2067
  intraband small q -0.2386, from D and ms -0.2386 eV/A^2
<u^2> ratio for mass x1.21: 0.90909 at kT=0.02 hw, 0.99841 at kT=3 hw
Varshni matched to one oscillator: be=th/2, 1/T term too large by 3
int x^1 n dx = 1.64493
int x^3 n dx = 6.49394
cubic lattice q sum: exponent 4.010
intraband: D=5.0 eV, ms=0.3 m, rho=2.5 g/cm3, v=8.0e+05 cm/s
  2 ms v^2/k=2.534 K
  0.025 K: 5.5755e-12, T^4 law 5.5652e-12 meV
  20 K: -0.00912, T^2 law -0.00927 meV
vibronic: Delta=230.0, hw=50.0, g=0.5 meV; T=0 shift -8.9287e-04 meV
  intercept offset 2.4800e-04 meV, offset/(intercept-E(0)) 0.2174
strain at 10 K (3 modes, 500 K, gamma 1, BV 20 eV): 0.00321, linear 0.00323
strain at 600 K (3 modes, 500 K, gamma 1, BV 20 eV): 0.00813, linear 0.00820
model: Eb=1200.0 meV, Za=20.0 meV, thD=300.0 K, Zo=40.0 meV, thE=700.0 K
E(0)=1140.0 meV = 1.1400 eV; S=0.29206 meV/K
c1=5466.7 meV K, c3=3.8968e+07 meV K^3, c5=4.4606e+11 meV K^5
residual ratio 2000K/4000K 7.983; chord 1e4-2e4 K intercept 1199.180 meV
tangent at 400 K: intercept 1174.87 meV, error -25.13 meV
T^4 coefficient 1.2828e-07 meV/K^4
T=10 K: E=1139.9987 meV, drop 0.00128 meV, exponent 4.000
T=20 K: E=1139.9795 meV, drop 0.02052 meV, exponent 3.998
T=100 K: E=1134.8856 meV, drop 5.11444 meV, exponent 2.404
T=300 K: E=1095.4403 meV, drop 44.55966 meV, exponent 1.637
T=600 K: E=1015.8257 meV, drop 124.17435 meV, exponent 1.342
Varshni 10-300 K: E0=1140.86 meV, al=0.5167 meV/K, be=715.2 K, rms 0.294 meV
  al*be=369.6 meV, intercept 1510.4 meV, drop at 20 K 0.2811 meV
Varshni 10-600 K: E0=1141.74 meV, al=0.3362 meV/K, be=355.5 K, rms 0.518 meV
  al*be=119.5 meV, intercept 1261.3 meV, drop at 20 K 0.3582 meV
1 oscillator: EB=1187.22 meV, a=48.45 meV, th=350.4 K, rms 0.576 meV
  drop at 20 K 2.388e-06 meV
2 oscillators: EB=1199.46 meV, a=16.18,43.34 meV, rms 0.0156 meV
  th=201.8,661.0 K
intercept errors: Varshni 61.3, 1 osc -12.8, 2 osc -0.54 meV
20 K: Varshni/true 17.5; true+intraband 0.0296 meV, ratio 12.1
```
